# The best pressure of one reactant in competitive Langmuir-Hinshelwood growth

**Problem.** A film grows by a reaction between two adsorbed species, A and B, which compete for the same surface sites. Each molecule occupies one site and adsorbs without breaking up. Their adsorption constants are $K_A$ and $K_B$, and their pressures at the surface are $p_A$ and $p_B$. The temperature is fixed, and $p_B$ is held so that $K_Bp_B=3$. At what value of $K_Ap_A$ is the reaction fastest, and how is the surface then shared between A, B and vacant sites?

Take all sites to be equivalent and the adsorbates not to interact. Adsorption and desorption are much faster than the surface reaction, and the product blocks no sites: it joins the film, whose new surface offers the same sites, or leaves as gas at once.

**A tempting solution**

Let $\theta_A$ and $\theta_B$ be the fractions of sites covered by A and B. The reaction needs an A next to a B, so its rate is proportional to $\theta_A\theta_B$. A product of two numbers is largest when they are equal, so the best surface has $\theta_A=\theta_B$. Each coverage is proportional to its own $Kp$, with the same factor for both, so equal coverages require $K_Ap_A=K_Bp_B=3$.

**Where it fails**

The rule about products holds when the sum of the two numbers is fixed. Here it is not, because the surface also has vacant sites, and their number changes with $p_A$. To see the consequence we need the coverages.

Write $a=K_Ap_A$ and $b=K_Bp_B$. Both are pure numbers, so the algebra reads the same in atomic units as in any others. Let $v$ be the vacant fraction. Species A adsorbs on vacant sites at a rate proportional to $p_Av$ and desorbs at a rate proportional to $\theta_A$. The constant $K_A$ is the ratio of the two rate constants, so balance gives $\theta_A=av$. In the same way $\theta_B=bv$. Every site is vacant or holds one molecule, hence

$$v+av+bv=1,\qquad v=\frac{1}{1+a+b},$$

$$\theta_A=\frac{a}{1+a+b},\qquad \theta_B=\frac{b}{1+a+b}.$$

The sum $\theta_A+\theta_B=1-v$ grows with $a$, as claimed.

Now raise $p_A$ slightly at fixed $b$. With $D=1+a+b$, and using $d/d\ln a=a\,d/da$,

$$\frac{d\theta_A}{d\ln a}=a\,\frac{D-a}{D^2}=\theta_A(1-\theta_A),\qquad
\frac{d\theta_B}{d\ln a}=-\frac{ab}{D^2}=-\theta_A\theta_B .$$

At the proposed point $a=b=3$ both coverages are $3/7$ and $1/7$ of the surface is vacant. The gain of A is $12/49$ per unit of $\ln a$, but the loss of B is only $9/49$. The difference comes from vacant sites that A fills without displacing any B. Since the coverages are equal, a gain of A that exceeds the loss of B raises their product. The rate is still climbing at $a=3$, and the maximum lies at a higher pressure of A.

**The correct solution**

First, the rate law. Without interactions, and with the reaction too slow to disturb the balance, each site is vacant or holds A or B independently of its neighbours. The chance that a given site holds A and a given neighbour holds B is therefore the product $\theta_A\theta_B$. If each site has $z$ neighbours and an A-B pair reacts with rate constant $\kappa$, the rate per site is

$$R=z\kappa\,\theta_A\theta_B=k\,\theta_A\theta_B,\qquad k=z\kappa .$$

Each pair contains one A, so counting from the A site counts it once. Inserting the coverages gives

$$\frac{R}{k}=\frac{ab}{(1+a+b)^2}.$$

The maximum can be found by writing $R$ in terms of $\theta_A$ alone. The sites not held by A are either vacant or held by B, and $\theta_B/v=b$ whatever the value of $a$. So B holds the fraction $b/(1+b)$ of them:

$$\theta_B=\frac{b}{1+b}\,(1-\theta_A),\qquad
\frac{R}{k}=\frac{b}{1+b}\,\theta_A(1-\theta_A).$$

This is where the rule about products properly applies: $\theta_A$ and $1-\theta_A$ do have a fixed sum. Completing the square,

$$\theta_A(1-\theta_A)=\frac14-\left(\theta_A-\frac12\right)^2 .$$

With $b$ fixed, the prefactor is constant, so the rate is largest when $\theta_A=1/2$. As $a$ runs from zero to infinity, $\theta_A$ rises steadily from 0 to 1 and passes through $1/2$ once. There is thus a single maximum, and it is global. Its position follows from

$$\frac{a}{1+a+b}=\frac12\;\Rightarrow\;2a=1+a+b\;\Rightarrow\;a=1+b,$$

and its height is $R/k=b/[4(1+b)]$.

For $b=3$ this gives

$$K_Ap_A=4,\quad \theta_A=\frac12,\quad \theta_B=\frac38,\quad v=\frac18,\quad \frac{R}{k}=\frac{3}{16}.$$

Species A covers half the sites. The other half is not all B, because one quarter of it is vacant.

**What the wrong answer costs**

At $a=b$ the rate is $kb^2/(1+2b)^2$. Dividing by the peak rate gives

$$\frac{R(a=b)}{R_{\max}}=\frac{4b(1+b)}{(1+2b)^2}=1-\frac{1}{(1+2b)^2},$$

because $(1+2b)^2=1+4b(1+b)$. For $b=3$ the ratio is $48/49$, a loss of about 2% relative to the peak, although the pressure is wrong by a quarter. For $b=0.1$ the ratio is only 0.31. The surface is then mostly vacant at $a=b$, and much more A could be added before it crowded out B.

The equal-coverage rule becomes correct in a different experiment. If $a+b=S$ is held fixed while the mixture is changed, then $R/k=ab/(1+S)^2$ has a constant denominator, and the maximum is at $a=b=S/2$. Fixing the total pressure does this when $K_A=K_B$. The position of the peak thus depends on what is held fixed.

**The shape of the curve**

For $a\ll1+b$, the rate is approximately $kab/(1+b)^2$: it is proportional to $p_A$, since A is scarce. For $a\gg1+b$ it is approximately $kb/a$: it falls as $1/p_A$, since A blocks the sites that B needs.

Between these limits, measure the pressure from the peak by $a=(1+b)u$. Then $\theta_A=u/(1+u)$, and

$$\frac{R}{R_{\max}}=4\theta_A(1-\theta_A)=\frac{4u}{(1+u)^2}.$$

Replacing $u$ by $1/u$ leaves this unchanged. Halving and doubling the best pressure therefore give the same rate, $8/9$ of the peak.

Raising $b$ moves the peak to higher $a$ and makes it taller. The height approaches $k/4$ as $b\to\infty$ but does not reach it at any finite pressure. The result is therefore a maximum along one pressure axis, and not a joint optimum over both.

**Numbers for a growth process**

Consider model parameters in the range of low-pressure chemical vapour deposition: a temperature of 900 K, $K_A=2$ and $K_B=6$ per Torr, $p_B=0.5$ Torr and $k=4$ per second. Let one reaction per site add 0.25 nm of film. Then $b=6\times0.5=3$, and the best pressure of A is

$$p_A=\frac{1+K_Bp_B}{K_A}=\frac{4}{2}=2\ \text{Torr}.$$

The rate is $4\times3/16=0.75$ reactions per site per second. The growth rate is $0.75\times0.25\times60=11.25$ nm/min. At fixed $p_B$ and temperature, other pressures give:

| $p_A$ (Torr) | $\theta_A$ | $\theta_B$ | growth (nm/min) |
|---:|---:|---:|---:|
| 0.5 | 0.20 | 0.60 | 7.20 |
| 1 | 0.33 | 0.50 | 10.00 |
| 2 | 0.50 | 0.375 | 11.25 |
| 4 | 0.67 | 0.25 | 10.00 |
| 8 | 0.80 | 0.15 | 7.20 |

**How far the assumptions hold**

*Slow surface reaction.* Let $d_A$ and $d_B$ be the desorption rates per molecule. Gas of molecular mass $m$ strikes unit area at the rate $p/\sqrt{2\pi mk_BT}$. For masses of 100 u (A) and 50 u (B), a sticking probability of 0.1 on vacant sites and $10^{15}$ sites per cm², the chosen $K_A$ and $K_B$ require $d_A=5855$ and $d_B=2760$ per second. Both are far above $k$.

Reaction removes neighbouring A-B pairs, so it also disturbs the random arrangement behind the product $\theta_A\theta_B$. Suppose that molecules hop between sites fast enough to restore it. With the reaction included, the steady balances are then

$$d_A(av-\theta_A)=k\theta_A\theta_B,\qquad d_B(bv-\theta_B)=k\theta_A\theta_B .$$

They keep the Langmuir form $\theta_A=a'v$, $\theta_B=b'v$, with

$$a'=\frac{a}{1+k\theta_B/d_A},\qquad b'=\frac{b}{1+k\theta_A/d_B}.$$

To first order in $k$, $\ln a'$ changes by $-k\theta_B/d_A$ and $\ln b'$ by $-k\theta_A/d_B$. Since $\ln(R/k)=\ln a'+\ln b'-2\ln(1+a'+b')$, the change in $\ln R$ at given $a$ is

$$\delta=-\frac{k}{d_A}\theta_B(1-2\theta_A)-\frac{k}{d_B}\theta_A(1-2\theta_B).$$

At the old peak, $d\theta_A/d\ln a=1/4$ and $d\theta_B/d\ln a=-3/16$, so

$$\frac{d\delta}{d\ln a}=\frac{3}{16}\frac{k}{d_A}-\frac14\frac{k}{d_B}.$$

The uncorrected slope of $\ln R$ is $1-2\theta_A$, which itself changes at the rate $-1/2$ there. The total slope vanishes after a shift

$$\Delta\ln a=\frac38\frac{k}{d_A}-\frac12\frac{k}{d_B}\approx-0.0005 .$$

The best pressure falls by about 0.001 Torr, which is negligible. If $k$ were 1000 times larger, it would be comparable with the desorption rates. Solving the balances by iteration and searching for the peak then gives 1.48 Torr, with $\theta_A=0.46$. The simple result has failed.

*No interactions.* Suppose that each pair of occupied neighbouring sites costs 0.02 eV, while $K_A$ and $K_B$ keep their values for an isolated molecule. The coverages are no longer independent, so the A-B pairs must be counted. Summing over all configurations of a periodic square lattice of 12 sites, with $k$ unchanged, puts the peak at 2.47 Torr. A lattice of 9 sites gives a value lower by 0.002 Torr, and infinitely long strips 4 to 8 sites wide give a value higher by 0.002 Torr. At the new peak $\theta_A=0.48$, and growth is 8.4 nm/min, 25% below the ideal peak. At this strength, about a quarter of $k_BT$, the peak still lies near half coverage by A, but the best pressure rises by nearly a quarter. A stronger repulsion breaks the half-coverage rule as well: at 0.1 eV the peak is near 3.3 Torr with $\theta_A\approx0.33$. A real repulsion could also alter $k$, which this estimate leaves out.

*Fixed temperature.* Take the desorption rate as $10^{13}\,e^{-E/k_BT}$ per second. The values of $d_A$ and $d_B$ then correspond to energies $E$ of 1.65 eV for A and 1.71 eV for B. At 910 K the adsorption constants fall to 1.575 and 4.685 per Torr. With $p_B$ still at 0.5 Torr, the best pressure becomes $(1+4.685\times0.5)/1.575=2.12$ Torr, a shift of 6% for an error of 10 K. The energies and the shift depend on the assumed prefactor: $10^{15}$ per second would give about 2.0 and 2.1 eV and a shift of 8%.

*Known pressure at the surface.* The reaction consumes $0.75\times10^{15}$ molecules of each species per cm² per second. If they diffuse through 1 cm of gas with a diffusivity of 200 cm²/s, the density difference is the flux times the distance divided by the diffusivity. Multiplied by $k_BT$, this is a pressure drop of $3.5\times10^{-4}$ Torr, less than 0.1% of $p_B$. Bulky molecules may diffuse two or three times more slowly, which raises the drop in proportion but leaves it well below 1% of $p_B$. The drop also grows in proportion to the rate: with $k$ 1000 times larger the same estimate gives about 0.3 Torr, which is not small against $p_B$. Depletion along the length of a reactor is a separate matter and is not included.

*Adsorption without breaking up.* If A splits into two equal fragments, each on its own site, adsorption needs two vacant sites and desorption needs two fragments. The balance is $K_Ap_Av^2=\theta_A^2$, so $\theta_A=\sqrt{a}\,v$. If one fragment reacts with one B, the earlier argument holds with $\sqrt a$ in place of $a$. The peak is at $\sqrt a=1+b=4$, or $K_Ap_A=16$. The fragments still cover half the sites, but the required $K_Ap_A$ is four times larger.

**Beside a real process**

Low-pressure deposition works, roughly, at tenths of a Torr to a few Torr, and growth of order 10 nm/min near 900 K is a reasonable scale for it. The model's pressures and growth rate lie in that range, but its adsorption constants were chosen as round numbers and describe no particular precursor. One doubtful assumption is that molecules bound by about 1.7 eV desorb whole, since many precursors break up on the surface. Among the changes sized above at the original $k$, dissociation moves the peak furthest, from $K_Ap_A=4$ to 16. The rule $p_A=(1+K_Bp_B)/K_A$ is thus a guide for molecular adsorption on shared sites, with weak interactions, a slow surface reaction, and $p_B$ and temperature held fixed.

All numerical values are calculated from the stated model.
